# Why time reversal permits spin Hall but forbids linear charge Hall: test program

```python
# RESULT UNDER TEST
# With time-reversal symmetry the antisymmetric (Hall) part of the linear charge
# conductivity vanishes, while a spin Hall current is allowed, because velocity v
# and spin s are both odd and their product, the spin current, is even.
# Symbols: K_AB(t) = (i/hbar)<[A(t),B]> response of A to a force coupled to B;
# Omega = Berry curvature; valley = +1 (K), -1 (K'); spin = +1, -1;
# A = lattice constant * hopping; m = half the gap of one Dirac cone.
# Spin conductivity = spin-up minus spin-down charge conductivity.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit

sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0, -1.0]).astype(complex)
one = np.eye(2)

# ---------- Part 1: disordered cluster, hbar = hopping scale = spacing = 1 ----------
rng = np.random.default_rng(7)
side = 4
sites = side**2
px, py = [g.ravel().astype(float) for g in np.meshgrid(range(side), range(side))]
near = np.hypot(px[:, None] - px, py[:, None] - py) < 1.5
raw = rng.normal(size=(sites, sites)) * 0.3 - 0.7
hop = near * (raw + raw.T) / 2
orbit = []
for _ in range(3):
    raw = rng.normal(size=(sites, sites))
    orbit.append(near * (raw - raw.T) / 2)
X = np.kron(np.diag(px - px.mean()), one)
Y = np.kron(np.diag(py - py.mean()), one)
SZ = np.kron(np.eye(sites), sz)
flip = np.kron(np.eye(sites), 1j * sy)
damping, cluster_kT = 0.5, 0.2


def reverse(op):
    """Theta op Theta^-1 with Theta = i sigma_y times complex conjugation."""
    return flip @ op.conj() @ flip.conj().T


def cluster(soc, exchange):
    h = np.kron(hop, one).astype(complex)
    for L, s in zip(orbit, (sx, sy, sz)):
        h += soc * np.kron(1j * L, s)
    return h + exchange * SZ


def response(h, a, b, times=None):
    """K_ab at given times, or its damped time integral per site."""
    e, u = np.linalg.eigh(h)
    f = expit(-e / cluster_kT)
    am, bm = u.conj().T @ a @ u, u.conj().T @ b @ u
    weight = 1j * (f[:, None] - f) * am * bm.T
    w = e[:, None] - e
    if times is None:
        return (weight / (damping - 1j * w)).sum().real / sites
    return np.array([(weight * np.exp(1j * w * t)).sum().real for t in times])


def currents(h):
    vx, vy = 1j * (h @ X - X @ h), 1j * (h @ Y - Y @ h)
    return vx, vy, (vx @ SZ + SZ @ vx) / 2, (vy @ SZ + SZ @ vy) / 2


def conductivities(h):
    vx, vy, jx, jy = currents(h)
    yx, xy = response(h, vy, X), response(h, vx, Y)
    spin_hall = (response(h, jy, X) - response(h, jx, Y)) / 2
    return response(h, vx, X), (yx + xy) / 2, (yx - xy) / 2, spin_hall


h0 = cluster(0.5, 0.0)
vx, vy, jx, jy = currents(h0)
assert np.allclose(reverse(h0), h0)
assert np.allclose(reverse(vy), -vy) and np.allclose(reverse(SZ), -SZ)
assert np.allclose(reverse(jy), jy) and np.abs(jy).max() > 0.1
times = np.linspace(0.0, 15.0, 61)
charge_gap = np.abs(response(h0, vy, X, times) - response(h0, vx, Y, times)).max()
spin_gap = np.abs(response(h0, jy, X, times) - response(h0, X, jy, times)).max()
odd_gap = np.abs(response(h0, vy, X, times) + response(h0, X, vy, times)).max()
assert max(charge_gap, spin_gap, odd_gap) < 1e-9

cases = {"SOC, no exchange": (0.5, 0.0), "no SOC, no exchange": (0.0, 0.0),
         "SOC and exchange": (0.5, 0.5), "exchange, no SOC": (0.0, 0.5)}
table = {name: conductivities(cluster(*par)) for name, par in cases.items()}
tiny, visible = 1e-10, 1e-5
assert all(row[0] > visible for row in table.values())
assert abs(table["SOC, no exchange"][1]) > visible
assert abs(table["SOC, no exchange"][2]) < tiny
assert abs(table["SOC, no exchange"][3]) > visible
assert abs(table["no SOC, no exchange"][3]) < tiny
assert abs(table["SOC and exchange"][2]) > visible
assert abs(table["exchange, no SOC"][2]) < tiny

print("CLUSTER of", sites, "sites; conductivities in e^2/hbar")
print(f"damping {damping}, temperature {cluster_kT} (hopping units)")
for name, row in table.items():
    print(f"{name}: sigma_xx {row[0]:.5f}, symmetric xy {row[1]:.5f}")
    print(f"   charge Hall {row[2]:.5f}, spin Hall {row[3]:.5f}")
print(f"largest |K_vy,x - K_vx,y| over time, SOC only: {charge_gap:.1e}")

# ---------- Part 2: hole-doped monolayer MoS2, rough typical parameters ----------
# Units inside: eV, nm, fs.
hbar = const.hbar / const.e * 1e15
kB = const.k / const.e
lattice, hopping, gap, splitting = 0.319, 1.1, 1.66, 0.15
density_cm2, field_MVcm, mobility = 5e12, 0.001, 200.0
A, lam = lattice * hopping, splitting / 2
density = density_cm2 * 1e-14
m = (gap - lam) / 2
kF = np.sqrt(2 * np.pi * density)
dF = np.hypot(m, A * kF)
depth = dF - m


def dirac(kx, ky, valley, spin):
    kx = np.asarray(kx, float)[..., None, None]
    return (A * (valley * kx * sx + ky * sy) + gap / 2 * sz
            - lam * valley * spin * (sz - one) / 2)


def curvature_formula(k, valley, spin):
    mass = (gap - lam * valley * spin) / 2
    return valley * A**2 * mass / (2 * (mass**2 + (A * k)**2)**1.5)


def valence(k, valley, spin):
    """Valence energy and Berry curvature by diagonalization."""
    e, u = np.linalg.eigh(dirac(k, 0.0, valley, spin))
    low, high = u[..., 0], u[..., 1]
    dx = np.einsum("ki,ij,kj->k", low.conj(), A * valley * sx, high)
    dy = np.einsum("ki,ij,kj->k", high.conj(), A * sy, low)
    return e[:, 0], -2 * (dx * dy).imag / (e[:, 1] - e[:, 0])**2


kgrid = np.linspace(0.0, 3.0, 3001)
dk = kgrid[1] - kgrid[0]
cones = {(v, s): valence(kgrid, v, s) for v in (1, -1) for s in (1, -1)}
for (v, s), (_, omega) in cones.items():
    assert np.allclose(omega, curvature_formula(kgrid, v, s), rtol=1e-8)

# Transverse velocity from the Schroedinger equation in a slowly raised field
force = -field_MVcm * 0.1            # eV/nm, force on an electron, along x
ramp, dt = 40.0, 0.01


def driven_velocity(valley, spin, k_start):
    def k_at(t):
        return k_start + force / hbar * (
            t / 2 - ramp / (2 * np.pi) * np.sin(np.pi * t / ramp))
    psi = np.linalg.eigh(dirac(k_start, 0.0, valley, spin))[1][:, 0]
    for step in range(int(round(ramp / dt))):
        e, u = np.linalg.eigh(dirac(k_at((step + 0.5) * dt), 0.0, valley, spin))
        psi = u @ (np.exp(-1j * e * dt / hbar) * (u.conj().T @ psi))
    return (psi.conj() @ (A * sy) @ psi).real / hbar * 1e6     # m/s


v_K = driven_velocity(1, 1, kF)
v_Kp = driven_velocity(-1, -1, -kF)
v_formula = curvature_formula(kF, 1, 1) * force / hbar * 1e6
assert abs(v_K / v_formula - 1) < 0.005
assert abs(v_Kp / v_formula + 1) < 0.005

# Thermal sums over all four cones at fixed total hole density
gamma_depth, gamma_mass = 0.07, 2.5  # rough: eV below the K edge, electron masses
h2_over_m = const.hbar**2 / const.m_e / const.e * 1e18
top = -gap / 2 + lam


def hole_hall(temp, exchange=0.0, with_gamma=False):
    kT = kB * temp

    def filling(mu):
        occ = {c: expit((e + exchange * c[1] - mu) / kT)
               for c, (e, _) in cones.items()}
        n_cones = sum((kgrid * o).sum() * dk for o in occ.values()) / (2 * np.pi)
        n_gamma = 0.0
        if with_gamma:
            n_gamma = (gamma_mass / (np.pi * h2_over_m) * kT
                       * np.logaddexp(0.0, (top - gamma_depth - mu) / kT))
        return occ, n_cones, n_gamma
    mu = brentq(lambda x: sum(filling(x)[1:]) - density, -1.1, -0.4, xtol=1e-13)
    occ, _, n_gamma = filling(mu)
    part = {c: -(kgrid * cones[c][1] * occ[c]).sum() * dk for c in cones}
    up = part[1, 1] + part[-1, 1]
    down = part[1, -1] + part[-1, -1]
    return up + down, up - down, n_gamma / density


spin_formula = -(1 - m / dF)
charge_cold, spin_cold, _ = hole_hall(10.0)
exchange = 0.005
charge_magnet, spin_magnet, _ = hole_hall(10.0, exchange)
charge_warm, spin_warm, gamma_share = hole_hall(300.0, with_gamma=True)
assert abs(spin_cold / spin_formula - 1) < 0.01
assert abs(charge_cold) < 1e-10 and abs(charge_warm) < 1e-10
assert abs(charge_magnet) > 1e-3

# Side-jump accumulation for weak point impurities, golden rule, K valley, spin up
theta = (np.arange(720) + 0.5) * 2 * np.pi / 720
shift = 1e-4


def low_state(kx, ky):
    return np.linalg.eigh(dirac(kx, ky, 1, 1))[1][..., 0]


u0, u0q = low_state(kF, 0.0), low_state(kF, shift)
rate = jump_rate = 0.0
for th in theta:
    qx, qy = kF * np.cos(th), kF * np.sin(th)
    u1, u1q = low_state(qx, qy), low_state(qx, qy + shift)
    loop = (np.vdot(u0, u0q) * np.vdot(u0q, u1q)
            * np.vdot(u1q, u1) * np.vdot(u1, u0))
    probability = abs(np.vdot(u1, u0))**2
    rate += probability * (1 - np.cos(th))
    jump_rate += probability * np.angle(loop) / shift
side_jump_ratio = jump_rate / rate * kF / (1 - m / dF)
assert abs(side_jump_ratio + 1) < 0.05

mass_ratio = h2_over_m * dF / A**2
tau = mobility * 1e-4 * mass_ratio * const.m_e / const.e * 1e15
quantum = const.e**2 / const.h
sheet_spin = abs(spin_formula) * quantum
sheet_xx = density_cm2 * 1e4 * const.e * mobility * 1e-4
current = sheet_spin * field_MVcm * 1e8      # A/m, equal to uA/um
assert hbar / tau < depth < splitting

print("MoS2 MONOLAYER, holes, rough typical parameters")
print(f"lattice constant {lattice} nm, hopping {hopping} eV")
print(f"gap parameter {gap} eV, valence splitting {splitting} eV")
print(f"A = {A:.4f} eV nm, half gap m = {m:.4f} eV")
print(f"hole density {density_cm2:.1e} cm^-2, kF = {kF:.4f} nm^-1")
print(f"Fermi level below valence edge: {depth*1e3:.1f} meV")
print(f"curvature at kF, K up: {curvature_formula(kF, 1, 1):.5f} nm^2")
print(f"curvature at kF, K' down: {curvature_formula(kF, -1, -1):.5f} nm^2")
print(f"field {field_MVcm} MV/cm along x")
print(f"transverse velocity, K up, time evolution: {v_K:.2f} m/s")
print(f"transverse velocity, K' down, time evolution: {v_Kp:.2f} m/s")
print(f"transverse velocity, K up, formula: {v_formula:.2f} m/s")
print(f"spin Hall conductivity, formula: {spin_formula:.5f} e^2/h")
print(f"its magnitude: {sheet_spin*1e6:.3f} uS")
print(f"spin Hall conductivity, thermal sum 10 K: {spin_cold:.5f} e^2/h")
print(f"charge Hall conductivity at 10 K: {abs(charge_cold):.5f} e^2/h")
print(f"transverse spin current in charge units: {current:.4f} uA/um")
print(f"exchange shift +/-{exchange*1e3:.0f} meV, 10 K:")
print(f"   charge Hall {charge_magnet:.5f}, spin Hall {spin_magnet:.5f} e^2/h")
print("NEGLECTED EFFECTS")
print(f"Gamma valley, rough: depth {gamma_depth} eV, mass {gamma_mass} m_e")
print(f"300 K with Gamma: spin Hall {spin_warm:.5f} e^2/h")
print(f"300 K share of holes in Gamma: {gamma_share*100:.1f} %")
print(f"side-jump accumulation / intrinsic hole term: {side_jump_ratio:.3f}")
print(f"mobility {mobility:.0f} cm2/Vs, hole mass at kF {mass_ratio:.3f} m_e")
print(f"scattering time {tau:.1f} fs, broadening {hbar/tau*1e3:.1f} meV")
print(f"longitudinal sheet conductivity {sheet_xx*1e6:.1f} uS")
print(f"intrinsic spin Hall / longitudinal: {sheet_spin/sheet_xx:.5f}")
print("done: every assertion held")
```

It prints:

```
CLUSTER of 16 sites; conductivities in e^2/hbar
damping 0.5, temperature 0.2 (hopping units)
SOC, no exchange: sigma_xx 0.17413, symmetric xy -0.01101
   charge Hall -0.00000, spin Hall 0.00289
no SOC, no exchange: sigma_xx 0.17779, symmetric xy -0.01060
   charge Hall -0.00000, spin Hall 0.00000
SOC and exchange: sigma_xx 0.16031, symmetric xy -0.01098
   charge Hall 0.00512, spin Hall 0.00521
exchange, no SOC: sigma_xx 0.16276, symmetric xy -0.00116
   charge Hall 0.00000, spin Hall 0.00000
largest |K_vy,x - K_vx,y| over time, SOC only: 5.5e-14
MoS2 MONOLAYER, holes, rough typical parameters
lattice constant 0.319 nm, hopping 1.1 eV
gap parameter 1.66 eV, valence splitting 0.15 eV
A = 0.3509 eV nm, half gap m = 0.7925 eV
hole density 5.0e+12 cm^-2, kF = 0.5605 nm^-1
Fermi level below valence edge: 24.0 meV
curvature at kF, K up: 0.08962 nm^2
curvature at kF, K' down: -0.08962 nm^2
field 0.001 MV/cm along x
transverse velocity, K up, time evolution: -13.64 m/s
transverse velocity, K' down, time evolution: 13.61 m/s
transverse velocity, K up, formula: -13.62 m/s
spin Hall conductivity, formula: -0.02944 e^2/h
its magnitude: 1.141 uS
spin Hall conductivity, thermal sum 10 K: -0.02944 e^2/h
charge Hall conductivity at 10 K: 0.00000 e^2/h
transverse spin current in charge units: 0.1141 uA/um
exchange shift +/-5 meV, 10 K:
   charge Hall -0.00594, spin Hall -0.02938 e^2/h
NEGLECTED EFFECTS
Gamma valley, rough: depth 0.07 eV, mass 2.5 m_e
300 K with Gamma: spin Hall -0.01900 e^2/h
300 K share of holes in Gamma: 30.6 %
side-jump accumulation / intrinsic hole term: -1.000
mobility 200 cm2/Vs, hole mass at kF 0.505 m_e
scattering time 57.5 fs, broadening 11.5 meV
longitudinal sheet conductivity 160.2 uS
intrinsic spin Hall / longitudinal: 0.00712
done: every assertion held
```
